# Canonical d bands and the hcp, bcc, hcp, fcc order of transition metals: verification in Python

```python
# RESULT UNDER TEST: canonical d bands (KKR-ASA, no hybridization, equal sphere
# radius w) make hcp, bcc, hcp, fcc stable in this order as the d shell fills,
# and a difference in the m-th moment gives an energy curve with m-2 nodes.
# Symbols: S = canonical eigenvalue (dimensionless), band energy E = C + Delta*S,
# n = d electrons per atom, mu = chemical potential in units of S,
# Omega = grand potential, mu_p = p-th moment per orbital. Lengths are in w.
import numpy as np

# Orthonormal traceless symmetric tensors: xy, yz, zx, x2-y2, 3z2-r2
TENSORS = np.zeros((5, 3, 3))
for m, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    TENSORS[m, i, j] = TENSORS[m, j, i] = 1 / np.sqrt(2)
TENSORS[3] = np.diag([1, -1, 0]) / np.sqrt(2)
TENSORS[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def bond(vectors):
    """Canonical d-d structure constants for bond vectors (zero on site)."""
    vectors = np.asarray(vectors, float)
    r = np.linalg.norm(vectors, axis=-1)
    onsite = r < 1e-6
    r = np.where(onsite, 1.0, r)
    unit = vectors / r[..., None]
    tn = np.einsum('mij,...j->...mi', TENSORS, unit)
    q = np.einsum('...mi,...i->...m', tn, unit)
    result = 100 * (tn @ np.swapaxes(tn, -1, -2))
    result = result - 175 * q[..., :, None] * q[..., None, :] - 10 * np.eye(5)
    return result * np.where(onsite, 0.0, r**-5.0)[..., None, None]


def harmonics(vectors):
    """Real normalized d harmonics."""
    unit = vectors / np.linalg.norm(vectors, axis=-1)[..., None]
    return np.sqrt(15 / (8 * np.pi)) * np.einsum(
        'pi,mij,pj->pm', unit, TENSORS, unit)


# Structure constants from their definition: project the d multipole tail of a
# distant site on d harmonics over a small sphere; result = -(r^2/10) S.
z, wz = np.polynomial.legendre.leggauss(40)
phi = np.arange(80) * 2 * np.pi / 80
zz, pp = np.meshgrid(z, phi, indexing='ij')
rho = np.sqrt(1 - zz**2)
sphere = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], -1).reshape(-1, 3)
weights = np.repeat(wz, 80) * 2 * np.pi / 80
site = np.array([0.7, -1.1, 1.9])
radius = 0.5
shifted = radius * sphere - site
tail = harmonics(shifted) / np.linalg.norm(shifted, axis=1)[:, None]**3
projected = harmonics(sphere).T @ (weights[:, None] * tail)
tail_error = np.max(np.abs(-10 * projected / radius**2 - bond(site)))
assert tail_error < 1e-8

# Crystals with volume 4*pi/3 per atom
a_fcc = (16 * np.pi / 3)**(1 / 3)
a_bcc = (8 * np.pi / 3)**(1 / 3)
a_hcp = (np.sqrt(2) * 4 * np.pi / 3)**(1 / 3)
hcp_cell = a_hcp * np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0],
                             [0, 0, np.sqrt(8 / 3)]])
CRYSTALS = {
    'fcc': (a_fcc / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.]]),
            np.zeros((1, 3))),
    'bcc': (a_bcc / 2 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1.]]),
            np.zeros((1, 3))),
    'hcp': (hcp_cell, np.array([[0, 0, 0], [1 / 3, 2 / 3, 1 / 2]]) @ hcp_cell)}
NAMES = ['fcc', 'bcc', 'hcp']


def translations(cell, cutoff):
    top = np.ceil(cutoff * np.linalg.norm(np.linalg.inv(cell), axis=0)) + 1
    axes = [np.arange(-int(t), int(t) + 1) for t in top]
    return np.stack(np.meshgrid(*axes, indexing='ij'), -1).reshape(-1, 3)


def spectrum(name, mesh, cutoff):
    """Sorted eigenvalues on a half-shifted mesh, halved by time reversal."""
    cell, basis = CRYSTALS[name]
    size = 5 * len(basis)
    blocks = np.zeros(tuple(mesh) + (size, size), complex)
    cells = translations(cell, cutoff)
    for i in range(len(basis)):
        for j in range(len(basis)):
            vectors = cells @ cell + basis[j] - basis[i]
            distance = np.linalg.norm(vectors, axis=1)
            keep = (distance > 1e-6) & (distance < cutoff)
            chosen = cells[keep]
            phase = np.exp(1j * np.pi * np.sum(chosen / np.array(mesh), axis=1))
            index = tuple((chosen % np.array(mesh)).T)
            view = blocks[:, :, :, 5 * i:5 * i + 5, 5 * j:5 * j + 5]
            np.add.at(view, index, phase[:, None, None] * bond(vectors[keep]))
    matrices = np.fft.ifftn(blocks, axes=(0, 1, 2)) * np.prod(mesh)
    half = matrices[:mesh[0] // 2].reshape(-1, size, size)
    return np.sort(np.linalg.eigvalsh(half).ravel())


def path_moments(name, radius, hop=np.inf):
    """Second to fourth moments from closed paths in a real-space cluster."""
    cell, basis = CRYSTALS[name]
    cells = translations(cell, radius)
    sites = np.concatenate([cells @ cell + b - basis[0] for b in basis])
    distance = np.linalg.norm(sites, axis=1)
    sites = sites[distance < radius]
    sites = sites[np.argsort(np.linalg.norm(sites, axis=1))]
    pairs = sites[None, :, :] - sites[:, None, :]
    hopping = bond(pairs)
    hopping[np.linalg.norm(pairs, axis=-1) > hop] = 0
    h = hopping.transpose(0, 2, 1, 3).reshape(5 * len(sites), -1)
    first = h[:, :5]
    second = h @ first
    return np.array([np.sum(first**2), np.sum(first * second),
                     np.sum(second**2)]) / 5


class Filling:
    """Band energy and grand potential of ten d states per atom."""

    def __init__(self, levels):
        self.levels = levels
        self.count = len(levels)
        self.electrons = np.arange(self.count + 1) * 10 / self.count
        self.sums = np.concatenate([[0], np.cumsum(levels)]) * 10 / self.count

    def energy(self, n):
        return np.interp(n, self.electrons, self.sums)

    def potential(self, n):
        index = np.floor(np.asarray(n) * self.count / 10).astype(int)
        return self.levels[np.clip(index, 0, self.count - 1)]

    def omega(self, mu):
        index = np.searchsorted(self.levels, mu)
        return self.sums[index] - mu * self.electrons[index]


fine_mesh = {'fcc': (56, 56, 56), 'bcc': (56, 56, 56), 'hcp': (48, 48, 30)}
coarse_mesh = {'fcc': (40, 40, 40), 'bcc': (40, 40, 40), 'hcp': (36, 36, 22)}
bands = {s: Filling(spectrum(s, fine_mesh[s], 12.0)) for s in NAMES}
coarse = {s: Filling(spectrum(s, coarse_mesh[s], 9.0)) for s in NAMES}
grid = np.linspace(0.3, 9.7, 189)
difference = {s: bands[s].energy(grid) - bands['fcc'].energy(grid) for s in NAMES}
mesh_error = max(np.max(np.abs(coarse[s].energy(grid) - coarse['fcc'].energy(grid)
                               - difference[s])) for s in NAMES)
assert mesh_error < 0.03  # sampling noise of the Fermi surface

# Moments: eigenvalues against real-space closed paths
moments = {s: np.array([np.mean(bands[s].levels**p) for p in (2, 3, 4)])
           for s in NAMES}
paths = {s: path_moments(s, 7.0) for s in NAMES}
bimodality = {}
for s in NAMES:
    m2, m3, m4 = moments[s]
    scale = np.array([m2, m2**1.5, m4])
    assert np.all(np.abs(paths[s] - moments[s]) < 2e-3 * scale)
    bimodality[s] = m4 / m2**2 - m3**2 / m2**3 - 1
assert bimodality['bcc'] < min(bimodality['fcc'], bimodality['hcp'])

# Nearest neighbours only: fcc and hcp first differ in the fourth moment
near = {s: path_moments(s, 7.0, 1.1 * a_hcp) for s in ('fcc', 'hcp')}
assert np.allclose(near['fcc'][:2], near['hcp'][:2], rtol=1e-10)
assert abs(near['hcp'][2] / near['fcc'][2] - 1) > 1e-6


def runs(delta_bcc, delta_hcp):
    """Successive most stable structures with their filling windows."""
    best = np.argmin([0 * grid, delta_bcc, delta_hcp], axis=0)
    edges = np.flatnonzero(np.diff(best)) + 1
    starts = np.concatenate([[0], edges])
    stops = np.concatenate([edges, [len(grid)]])
    half = (grid[1] - grid[0]) / 2
    return [(NAMES[best[i]], grid[i] - half * (i > 0),
             grid[j - 1] + half * (j < len(grid))) for i, j in zip(starts, stops)]


windows = runs(difference['bcc'], difference['hcp'])
wide = iter([name for name, low, high in windows if high - low >= 0.3])
assert all(name in wide for name in ['hcp', 'bcc', 'hcp', 'fcc'])

# Separate band width from band shape by scaling to the second moment of fcc
factor = {s: np.sqrt(moments['fcc'][0] / moments[s][0]) for s in NAMES}
shaped = {s: Filling(factor[s] * bands[s].levels) for s in NAMES}
width_part = {s: (1 - factor[s]) * bands[s].energy(grid) for s in NAMES}
shape_part = {s: difference[s] - width_part[s] for s in NAMES}
mu_fcc = shaped['fcc'].potential(grid)
omega_part = {}
bound_gap = 0.0
for s in ('bcc', 'hcp'):
    mu_other = shaped[s].potential(grid)
    lower = shaped[s].omega(mu_fcc) - shaped['fcc'].omega(mu_fcc)
    upper = shaped[s].omega(mu_other) - shaped['fcc'].omega(mu_other)
    assert np.all(lower <= shape_part[s] + 1e-8)
    assert np.all(shape_part[s] <= upper + 1e-8)
    omega_part[s] = lower
    bound_gap = max(bound_gap, np.max(shape_part[s] - lower))

# Chebyshev moments on an interval that holds all three scaled spectra
bottom = min(f.levels[0] for f in shaped.values())
top = max(f.levels[-1] for f in shaped.values())
centre = (top + bottom) / 2
half_width = 1.001 * (top - bottom) / 2
ORDER = 60
chebyshev = {}
for s in NAMES:
    angle = np.arccos((shaped[s].levels - centre) / half_width)
    chebyshev[s] = np.array([np.mean(np.cos(m * angle)) for m in range(ORDER + 1)])
change = {s: chebyshev[s] - chebyshev['fcc'] for s in ('bcc', 'hcp')}


def shape_function(m, theta):
    return np.sin((m - 1) * theta) / (m - 1) - np.sin((m + 1) * theta) / (m + 1)


def contribution(s, m, mu):
    theta = np.arccos((mu - centre) / half_width)
    return -10 * half_width / np.pi * change[s][m] / m * shape_function(m, theta)


theta_grid = np.linspace(0.01, np.pi - 0.01, 4000)
for m in range(2, 13):
    signs = np.sign(shape_function(m, theta_grid))
    assert np.count_nonzero(np.diff(signs)) == m - 2

partial = {s: np.cumsum([0 * grid, 0 * grid] + [contribution(s, m, mu_fcc)
           for m in range(2, ORDER + 1)], axis=0) for s in ('bcc', 'hcp')}
series_error = max(np.max(np.abs(partial[s][ORDER] - omega_part[s]))
                   for s in ('bcc', 'hcp'))
assert series_error < 0.02  # truncation of a series cut at ORDER

# Third and fourth Chebyshev changes from the real-space path sums
for s in ('bcc', 'hcp'):
    ratio = np.sqrt(paths['fcc'][0] / paths[s][0])
    d3 = paths[s][1] * ratio**3 - paths['fcc'][1]
    d4 = paths[s][2] * ratio**4 - paths['fcc'][2]
    assert abs(change[s][2]) < 1e-9
    assert abs(4 * d3 / half_width**3 - change[s][3]) < 3e-3
    assert abs(8 * (d4 - 4 * centre * d3) / half_width**4 - change[s][4]) < 3e-3

# Printed results; energies are per atom in units of Delta unless stated
along_z = np.diag(bond([0, 0, 1.0]))
print('S_dd sigma, pi, delta at R=w: %.0f %.0f %.0f'
      % (along_z[4], along_z[1], along_z[0]))
print('mesh+cutoff change of energy differences [Delta]: %.4f' % mesh_error)
for s in NAMES:
    print('%s mu2 %.3f mu3 %.2f mu4 %.1f bimodality %.4f S range %.2f %.2f'
          % (s, *moments[s], bimodality[s], bands[s].levels[0],
             bands[s].levels[-1]))
for s in ('fcc', 'hcp'):
    print('%s nearest neighbours only: mu2 %.3f mu3 %.3f mu4 %.2f' % (s, *near[s]))
print('Stable windows at equal volume, n scanned from 0.3 to 9.7:')
for name, low, high in windows:
    print('  %s n = %.2f to %.2f' % (name, low, high))
print('n: bcc-fcc total, width, shape; hcp-fcc total, width, shape [Delta]')
for n in range(1, 10):
    k = np.argmin(np.abs(grid - n))
    print('%d: %7.3f %7.3f %7.3f; %7.3f %7.3f %7.3f' % (
        n, difference['bcc'][k], width_part['bcc'][k], shape_part['bcc'][k],
        difference['hcp'][k], width_part['hcp'][k], shape_part['hcp'][k]))
print('Sequence at equal mu2:',
      ' '.join(r[0] for r in runs(shape_part['bcc'], shape_part['hcp'])))
print('Chebyshev centre %.3f half-width %.3f (units of S)' % (centre, half_width))
print('max fixed-n minus fixed-mu shape energy %.4f, series error %.4f [Delta]'
      % (bound_gap, series_error))
sample = shaped['fcc'].potential(np.array([2.0, 4.0, 6.0, 8.0]))
for s in ('bcc', 'hcp'):
    print('%s-fcc: m, change of c_m, terms at n=2,4,6,8 [Delta]' % s)
    for m in range(3, 8):
        print('%d %8.4f  %7.3f %7.3f %7.3f %7.3f'
              % (m, change[s][m], *contribution(s, m, sample)))
print('Highest moment: rms error bcc, hcp [Delta]; sequence at equal volume')
for highest in (3, 4, 5, 6, 8, 12):
    errors = [np.sqrt(np.mean((partial[s][highest] - omega_part[s])**2))
              for s in ('bcc', 'hcp')]
    order = runs(*[width_part[s] + partial[s][highest] for s in ('bcc', 'hcp')])
    print('%2d: %.3f %.3f; %s' % (highest, *errors, ' '.join(r[0] for r in order)))
for sp_electrons in (1.0, 1.5):
    labels = []
    for group in range(3, 11):
        k = np.argmin(np.abs(grid - (group - sp_electrons)))
        labels.append(NAMES[np.argmin([0, difference['bcc'][k],
                                       difference['hcp'][k]])])
    print('groups 3-10, n = group - %.1f: %s' % (sp_electrons, ' '.join(labels)))
delta_ev = 0.30
for s in ('bcc', 'hcp'):
    inner = np.where((grid > 1) & (grid < 8), difference[s], np.inf)
    k = np.argmin(inner)
    print('lowest %s-fcc for 1<n<8: n %.2f, %.3f Delta = %.1f meV (Delta %.2f eV)'
          % (s, grid[k], inner[k], 1000 * delta_ev * inner[k], delta_ev))
print('OK')
```

Printed output:

```
S_dd sigma, pi, delta at R=w: -60 40 -10
mesh+cutoff change of energy differences [Delta]: 0.0027
fcc mu2 45.823 mu3 -71.78 mu4 4007.6 bimodality 0.8551 S range -16.39 10.93
bcc mu2 47.252 mu3 -67.38 mu4 3877.7 bimodality 0.6937 S range -16.16 12.28
hcp mu2 45.826 mu3 -71.88 mu4 4021.3 bimodality 0.8612 S range -15.03 10.40
fcc nearest neighbours only: mu2 44.665 mu3 -71.596 mu4 3644.66
hcp nearest neighbours only: mu2 44.665 mu3 -71.596 mu4 3635.01
Stable windows at equal volume, n scanned from 0.3 to 9.7:
  fcc n = 0.30 to 0.42
  hcp n = 0.42 to 2.02
  fcc n = 2.02 to 2.62
  bcc n = 2.62 to 5.82
  hcp n = 5.82 to 8.07
  fcc n = 8.07 to 8.47
  bcc n = 8.47 to 9.70
n: bcc-fcc total, width, shape; hcp-fcc total, width, shape [Delta]
1:   0.457  -0.167   0.625;  -0.222  -0.000  -0.221
2:   0.429  -0.296   0.725;  -0.011  -0.001  -0.011
3:  -0.397  -0.395  -0.003;   0.183  -0.001   0.184
4:  -1.771  -0.462  -1.309;   0.140  -0.001   0.141
5:  -1.207  -0.462  -0.746;  -0.005  -0.001  -0.004
6:   0.157  -0.414   0.571;  -0.079  -0.001  -0.078
7:   0.780  -0.344   1.124;  -0.287  -0.001  -0.287
8:   0.532  -0.260   0.792;  -0.029  -0.000  -0.028
9:  -0.402  -0.154  -0.248;   0.150  -0.000   0.150
Sequence at equal mu2: fcc hcp fcc bcc fcc hcp fcc bcc
Chebyshev centre -2.149 half-width 14.255 (units of S)
max fixed-n minus fixed-mu shape energy 0.4671, series error 0.0024 [Delta]
bcc-fcc: m, change of c_m, terms at n=2,4,6,8 [Delta]
3   0.0103    0.089  -0.011  -0.092  -0.092
4  -0.0575   -0.079  -0.345  -0.055   0.225
5   0.0001   -0.000   0.000   0.000  -0.000
6   0.2413    0.281  -0.611   0.336   0.337
7   0.1203    0.139  -0.057  -0.115   0.178
hcp-fcc: m, change of c_m, terms at n=2,4,6,8 [Delta]
3  -0.0001   -0.001   0.000   0.001   0.001
4   0.0024    0.003   0.014   0.002  -0.009
5  -0.0109    0.038  -0.007  -0.037   0.003
6  -0.0553   -0.064   0.140  -0.077  -0.077
7   0.0109    0.013  -0.005  -0.010   0.016
Highest moment: rms error bcc, hcp [Delta]; sequence at equal volume
 3: 0.767 0.158; hcp bcc
 4: 0.649 0.155; hcp bcc hcp
 5: 0.649 0.148; hcp fcc bcc fcc
 6: 0.350 0.078; hcp bcc hcp bcc
 8: 0.170 0.069; fcc hcp bcc hcp fcc bcc
12: 0.045 0.033; fcc hcp fcc bcc hcp fcc bcc
groups 3-10, n = group - 1.0: hcp bcc bcc bcc hcp hcp hcp bcc
groups 3-10, n = group - 1.5: hcp fcc bcc bcc bcc hcp hcp bcc
lowest bcc-fcc for 1<n<8: n 4.20, -1.880 Delta = -564.1 meV (Delta 0.30 eV)
lowest hcp-fcc for 1<n<8: n 6.90, -0.289 Delta = -86.7 meV (Delta 0.30 eV)
OK
```
